# Car–Parrinello Equations with an Ultrasoft, Position-Dependent Overlap, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the Lagrangian to the two equations of motion

**Q.** With plane waves, orthonormal orbitals stay orthonormal wherever the atoms are. Why should an ultrasoft pseudopotential need a constraint that knows the atomic positions?

**A.** Because the smooth orbitals do not carry the whole charge. Near each atom the charge removed by smoothing is put back through localized functions. Let \(\psi_i\), \(i=1,\dots,N\), be the occupied orbitals, one electron each, and let \(\beta_a\) be projectors that move rigidly with their atoms. Define

\[
\rho_{ab}=\sum_i\langle\psi_i|\beta_a\rangle\langle\beta_b|\psi_i\rangle ,\qquad
n(\mathbf r)=\sum_i|\psi_i(\mathbf r)|^2+\sum_{ab}Q_{ab}(\mathbf r)\,\rho_{ab}.
\]

The augmentation functions \(Q_{ab}\) also move rigidly with the atom, vanish unless \(a\) and \(b\) sit on the same atom, and obey \(Q_{ab}^*=Q_{ba}\), so that \(n\) is real. Integrate the density and write \(q_{ab}=\int Q_{ab}\,d^3r\):

\[
\int n\,d^3r=\sum_i\Big[\langle\psi_i|\psi_i\rangle+\sum_{ab}q_{ab}\langle\psi_i|\beta_a\rangle\langle\beta_b|\psi_i\rangle\Big]
=\sum_i\langle\psi_i|S|\psi_i\rangle ,
\]

\[
S=1+\sum_{ab}q_{ab}|\beta_a\rangle\langle\beta_b| .
\]

The numbers \(q_{ab}\) are constants, but the projectors depend on the ion coordinates, so \(S=S(R)\). The condition that gives each orbital one electron and keeps different orbitals independent is

\[
\langle\psi_i|S(R)|\psi_j\rangle=\delta_{ij}.
\]

If an ion moves while the orbitals are held still, this condition is in general broken. I assume throughout that \(S\) is positive definite; otherwise it would not define a norm.

**Q.** Then write the Lagrangian, and justify its kinetic term. A classical particle has a factor one half. Where is yours?

**A.** Let \(R_I\) denote the Cartesian ion coordinates, one index \(I\) per coordinate, with masses \(M_I\). In atomic units,

\[
L=\mu\sum_i\langle\dot\psi_i|\dot\psi_i\rangle+\tfrac12\sum_IM_I\dot R_I^2-E[\psi,R]
+\sum_{ij}\Lambda_{ij}\big(\langle\psi_i|S|\psi_j\rangle-\delta_{ij}\big).
\]

The parameter \(\mu\) is a fictitious inertia, not the electron mass. Since \(\langle\dot\psi|\dot\psi\rangle\) has the dimension of inverse time squared, \(\mu\) has the dimension of energy times time squared. The missing one half is a convention. A complex amplitude \(c=u+iv\) contributes \(\mu(\dot u^2+\dot v^2)\), so each real component has the ordinary mass \(2\mu\). The energy slope along \(u\) also carries a factor 2, as the variation below shows, and the two factors cancel. With a one half in the kinetic term, \(\mu\) would be replaced by \(\mu/2\) in the orbital equation.

**Q.** The multipliers form a complex matrix, yet a Lagrangian must be real. How many conditions are there?

**A.** The matrix \(G_{ij}=\langle\psi_i|S|\psi_j\rangle-\delta_{ij}\) is Hermitian because \(S\) is. It therefore contains \(N^2\) independent real conditions: \(N\) diagonal ones and two for each of the \(N(N-1)/2\) pairs. A Hermitian \(\Lambda\) has the same number of real parameters, and it makes the constraint term real:

\[
\Big(\sum_{ij}\Lambda_{ij}G_{ij}\Big)^*=\sum_{ij}\Lambda_{ji}G_{ji}=\sum_{ij}\Lambda_{ij}G_{ij}.
\]

**Q.** Before using the letter \(H\), show what it is. The density contains the orbitals in two places.

**A.** Take the energy functional

\[
E=\sum_i\langle\psi_i|T|\psi_i\rangle+\sum_{ab}D^0_{ab}\rho_{ab}+\int V_{\rm ion}n\,d^3r+E_{\rm Hxc}[n]+U(R).
\]

Here \(T\) is the kinetic operator, \(D^0\) the bare nonlocal strengths, \(V_{\rm ion}\) the local ionic potential, \(E_{\rm Hxc}\) the Hartree and exchange-correlation energy, and \(U\) the ion-ion energy. I assume that \(E_{\rm Hxc}\) depends on the ions through \(n\) alone. A partial core density inside the exchange-correlation energy would add one more explicit ionic derivative.

Vary the bras, keeping the kets for the moment:

\[
\delta n=\sum_i\Big[\delta\psi_i^*\psi_i+\sum_{ab}Q_{ab}\langle\delta\psi_i|\beta_a\rangle\langle\beta_b|\psi_i\rangle\Big].
\]

With \(V_{\rm eff}=V_{\rm ion}+\delta E_{\rm Hxc}/\delta n\), the energy changes by

\[
\sum_i\langle\delta\psi_i|T|\psi_i\rangle+\sum_i\sum_{ab}D^0_{ab}\langle\delta\psi_i|\beta_a\rangle\langle\beta_b|\psi_i\rangle+\int V_{\rm eff}\,\delta n\,d^3r .
\]

Insert \(\delta n\) and collect the projector terms. The result is \(\sum_i\langle\delta\psi_i|H\psi_i\rangle\), with

\[
H=T+V_{\rm eff}+\sum_{ab}D_{ab}|\beta_a\rangle\langle\beta_b|,\qquad
D_{ab}=D^0_{ab}+\int V_{\rm eff}Q_{ab}\,d^3r .
\]

The second appearance of the orbitals in the density is thus what dresses the nonlocal strengths. Varying the kets gives the complex conjugate, so

\[
\delta E\big|_R=2\,\mathrm{Re}\sum_i\langle\delta\psi_i|H\psi_i\rangle .
\]

For a fixed occupation \(f_i\) in the density and energy, \(H\psi_i\) becomes \(f_iH\psi_i\).

**Q.** Now derive the orbital equation, and keep track of the index order on \(\Lambda\).

**A.** Require the action \(\int L\,dt\) to be stationary for variations that vanish at the initial and final times. Integrate the kinetic term by parts:

\[
\delta\int\mu\langle\dot\psi_i|\dot\psi_i\rangle dt=2\,\mathrm{Re}\int\mu\langle\delta\dot\psi_i|\dot\psi_i\rangle dt
=-2\,\mathrm{Re}\int\mu\langle\delta\psi_i|\ddot\psi_i\rangle dt .
\]

The constraint term gives two pieces at fixed \(R\):

\[
\sum_{ij}\Lambda_{ij}\langle\delta\psi_i|S|\psi_j\rangle+\sum_{ij}\Lambda_{ij}\langle\psi_i|S|\delta\psi_j\rangle .
\]

The complex conjugate of the second is \(\sum_{ij}\Lambda_{ji}\langle\delta\psi_j|S|\psi_i\rangle\), which is the first after exchanging the names \(i\) and \(j\). The two pieces therefore add to twice the real part of the first. Altogether

\[
2\,\mathrm{Re}\int\sum_i\Big\langle\delta\psi_i\Big|-\mu\ddot\psi_i-H\psi_i+\sum_j\Lambda_{ij}S\psi_j\Big\rangle dt=0 .
\]

This holds for every \(\delta\psi_i\). Replacing \(\delta\psi_i\) by \(i\,\delta\psi_i\) turns the real part into an imaginary part, so both vanish and the ket itself must be zero:

\[
\boxed{\;\mu\ddot\psi_i=-H\psi_i+\sum_j\Lambda_{ij}S\psi_j\;}
\]

The first index of \(\Lambda\) belongs to the orbital being accelerated. The minus sign in front of \(H\) comes from \(-E\) in \(L\), and the plus sign in front of \(\Lambda\) from the sign chosen for the constraint term. Reversing that choice would replace \(\Lambda\) by \(-\Lambda\) in both equations of motion and change no trajectory.

**Q.** This is second order in time. Is it a form of the time-dependent Schrödinger equation?

**A.** No. It describes classical motion of the orbital coefficients on an energy surface. Its purpose is to let the orbitals follow the moving ions while staying near the electronic minimum. Its fast orbital oscillations are not electronic excitations, since their frequencies depend on the chosen \(\mu\).

**Q.** For the ions I would write mass times acceleration equals minus \(\partial E/\partial R_I\). What exactly is held fixed in that derivative?

**A.** The orbitals \(\psi_i\), because they are independent coordinates of \(L\). Even so, the density moves, since its augmentation part is attached to the ions. With \(\partial_I=\partial/\partial R_I\),

\[
\partial_In=\sum_{ab}\big[(\partial_IQ_{ab})\rho_{ab}+Q_{ab}\,\partial_I\rho_{ab}\big],
\]

\[
\partial_I\rho_{ab}=\sum_i\big[\langle\psi_i|\partial_I\beta_a\rangle\langle\beta_b|\psi_i\rangle+\langle\psi_i|\beta_a\rangle\langle\partial_I\beta_b|\psi_i\rangle\big].
\]

Differentiating the energy term by term gives

\[
\partial_IE=\partial_IU+\int n\,\partial_IV_{\rm ion}\,d^3r+\sum_{ab}D^0_{ab}\partial_I\rho_{ab}+\int V_{\rm eff}\,\partial_In\,d^3r .
\]

The part of \(\partial_In\) containing \(\partial_I\rho_{ab}\) turns \(D^0_{ab}\) into \(D_{ab}\):

\[
\partial_IE=\partial_IU+\int n\,\partial_IV_{\rm ion}\,d^3r+\sum_{ab}\rho_{ab}\int V_{\rm eff}\,\partial_IQ_{ab}\,d^3r+\sum_{ab}D_{ab}\,\partial_I\rho_{ab}.
\]

These are the ion-ion force, the pull of the local potential, the displacement of the augmentation charge, and the displacement of the projectors, each with its sign reversed.

**Q.** That looks complete. Why should the multipliers of the electrons push the ions?

**A.** Because the constraint term in \(L\) depends on \(R\) as well as on \(\psi\). The Euler-Lagrange equation for \(R_I\) is \(\frac{d}{dt}(M_I\dot R_I)=\partial L/\partial R_I\), and the right side includes the derivative of \(S\):

\[
\boxed{\;M_I\ddot R_I=-\partial_IE+\sum_{ij}\Lambda_{ij}\langle\psi_i|\partial_IS|\psi_j\rangle\;}
\]

\[
\partial_IS=\sum_{ab}q_{ab}\big(|\partial_I\beta_a\rangle\langle\beta_b|+|\beta_a\rangle\langle\partial_I\beta_b|\big).
\]

A bead on a curved wire gives the same picture. The wire's reaction is perpendicular to the allowed directions, and if these directions mix two coordinates, the reaction has a component along each. Here the allowed directions mix orbitals and ions. For \(q_{ab}=0\) one has \(S=1\) and \(\partial_IS=0\). The wire then has no ionic slope, and the ionic \(\Lambda\) term vanishes. If the functions \(Q_{ab}(\mathbf r)\) themselves vanish, and not just their integrals, the familiar norm-conserving equations return.

**Q.** You varied \(\psi\) and \(R\) freely and let \(\Lambda\) look after the constraint. I would trust a statement about allowed paths more, with no multiplier in it.

**A.** Then consider an allowed variation, one for which \(\langle\psi_i|S|\psi_j\rangle\) remains \(\delta_{ij}\). The constraint term is zero on every such path, and the remaining action \(\mathcal A\) changes by

\[
\delta\mathcal A=\int\Big[2\,\mathrm{Re}\sum_i\langle\delta\psi_i|-\mu\ddot\psi_i-H\psi_i\rangle+\sum_I\delta R_I(-M_I\ddot R_I-\partial_IE)\Big]dt .
\]

Substitute the two boxed equations. The integrand becomes

\[
-2\,\mathrm{Re}\sum_{ij}\Lambda_{ij}\langle\delta\psi_i|S|\psi_j\rangle-\sum_I\delta R_I\sum_{ij}\Lambda_{ij}\langle\psi_i|\partial_IS|\psi_j\rangle ,
\]

which is \(-\sum_{ij}\Lambda_{ij}\,\delta\langle\psi_i|S|\psi_j\rangle=0\). The action is stationary among allowed paths.

Now suppose the ionic \(\Lambda\) term is dropped while the orbital equation is kept, with \(\Lambda\) readjusted so that the constraint still holds. The second bracket in \(\delta\mathcal A\) then vanishes by itself, and the first leaves \(-2\,\mathrm{Re}\sum\Lambda_{ij}\langle\delta\psi_i|S|\psi_j\rangle\). For an allowed variation this equals the ionic part with the opposite sign, so

\[
\delta\mathcal A=\int\sum_I\delta R_I\sum_{ij}\Lambda_{ij}\langle\psi_i|\partial_IS|\psi_j\rangle\,dt ,
\]

which is in general not zero. The path would not obey Hamilton's principle.

**Q.** Can that be seen in numbers?

**A.** Yes, in a small model. Two ions sit on a periodic line of length 6.00 Å with two electrons of the same spin. Ion \(I\) has a Gaussian well \(-v_Ie^{-(x-R_I)^2/2w^2}\) with \(v=40\) and 30 eV, \(w=0.50\) Å. It has one normalized Gaussian projector, \(\beta\propto e^{-(x-R_I)^2/2a^2}\) with \(a=0.35\) Å, and a bare strength of 5 eV. Its augmentation function is Gaussian, of width 0.30 Å and charge \(q=0.30\) or 0.20. The interaction energy is \(\frac g2\int n^2dx\) with \(g=5\) eV Å. The ions repel through \(U=Ae^{-d^2/2b^2}\), where \(d\) is their separation, \(A=100\) eV and \(b=0.70\) Å. Gaussians are repeated periodically, and 15 plane waves represent the orbitals. These are round parameters; the model represents no particular material.

The program integrates a short path with complex, mutually mixed orbitals and \(\mu=2\) eV fs\(^2\). It shifts orbitals and ions by \(\varepsilon\) times fixed trial displacements that vanish at both ends, and re-orthonormalizes the orbitals with \(S\) at the shifted positions. It then evaluates \(d\mathcal A/d\varepsilon\) numerically, with no multiplier in the action. For the derived equations the slope is \(-5\times10^{-10}\) eV fs. With the ionic \(\Lambda\) term omitted it is \(-0.0327\) eV fs, and the last formula predicts \(-0.0327\) eV fs.

## Second half: multipliers, conservation laws and the small-\(\mu\) limit

The symbols carried over are these. The orbitals \(\psi_i\) obey \(\langle\psi_i|S(R)|\psi_j\rangle=\delta_{ij}\); \(R_I\) and \(M_I\) are ion coordinates and masses; \(\mu\) is the fictitious inertia; \(E[\psi,R]\) is the energy, with \(\delta E|_R=2\,\mathrm{Re}\sum_i\langle\delta\psi_i|H\psi_i\rangle\). The equations of motion are

\[
\mu\ddot\psi_i=-H\psi_i+\sum_j\Lambda_{ij}S\psi_j,\qquad
M_I\ddot R_I=F_I+\sum_{ij}\Lambda_{ij}K^I_{ij},
\]

with \(F_I=-\partial_IE\) at fixed orbitals, \(K^I_{ij}=\langle\psi_i|\partial_IS|\psi_j\rangle\), and \(\Lambda\) Hermitian.

**Q.** You have two equations and an unknown matrix in both. What determines \(\Lambda\)?

**A.** The demand that the constraint survive. Differentiate \(\langle\psi_i|S|\psi_j\rangle=\delta_{ij}\) once:

\[
\langle\dot\psi_i|S|\psi_j\rangle+\langle\psi_i|S|\dot\psi_j\rangle+\sum_I\dot R_IK^I_{ij}=0 .
\]

This restricts the velocities, and the initial data must satisfy it. Differentiate again, with \(\dot S=\sum_I\dot R_I\partial_IS\):

\[
\langle\ddot\psi_i|S|\psi_j\rangle+\langle\psi_i|S|\ddot\psi_j\rangle+\sum_I\ddot R_IK^I_{ij}+W_{ij}=0 ,
\]

\[
W_{ij}=2\langle\dot\psi_i|S|\dot\psi_j\rangle+2\langle\dot\psi_i|\dot S|\psi_j\rangle+2\langle\psi_i|\dot S|\dot\psi_j\rangle+\sum_{IJ}\dot R_I\dot R_J\langle\psi_i|\partial_I\partial_JS|\psi_j\rangle .
\]

The factors 2 arise because each mixed product of first derivatives appears twice. Now insert the accelerations. Put \(X=\Lambda^T\), \(B_{ij}=\langle\psi_i|S^2|\psi_j\rangle\) and \(C_{ij}=\langle\psi_i|SH|\psi_j\rangle\). The orbital equation gives

\[
\langle\psi_i|S|\ddot\psi_j\rangle=\frac1\mu\Big(-C_{ij}+\sum_k\Lambda_{jk}B_{ik}\Big)=\frac1\mu\,(-C+BX)_{ij},
\]

and the other orbital term is its Hermitian conjugate, \((-C^\dagger+XB)/\mu\). For the ions, \(\sum_{kl}\Lambda_{kl}K^I_{kl}=\sum_{kl}X_{lk}K^I_{kl}=\mathrm{Tr}(XK^I)\). Hence

\[
\frac{XB+BX}{\mu}+\sum_I\frac{K^I\,\mathrm{Tr}(XK^I)}{M_I}
=\frac{C+C^\dagger}{\mu}-\sum_I\frac{F_IK^I}{M_I}-W .
\]

This is a linear equation for \(X\) at each instant. The multipliers and the ionic accelerations are coupled, and the second term on the left accounts for that.

**Q.** A linear equation can have no solution, or many. Why not here?

**A.** Regard the left side as a linear map on Hermitian matrices. Multiply it by \(X\) and take the trace:

\[
\frac{2}{\mu}\mathrm{Tr}(XBX)+\sum_I\frac{[\mathrm{Tr}(XK^I)]^2}{M_I}.
\]

The matrix \(B\) holds the inner products of the vectors \(S\psi_i\). These are linearly independent, because the \(\psi_i\) are and \(S\) has an inverse, so \(B\) is positive definite. If \(x_c\) are the columns of \(X\), then \(\mathrm{Tr}(XBX)=\sum_cx_c^\dagger Bx_c\), which is positive unless \(X=0\). The second sum cannot be negative. The map therefore sends no nonzero matrix to zero, and on a finite-dimensional space it is then invertible. There is one solution, and it is Hermitian because the right side is.

The equation keeps the second derivative of the constraint at zero. If the initial value and first derivative are also zero, the constraint holds at later times of the continuous motion. A finite time step adds an integration error of its own; in the 5 fs run described below the largest constraint error is \(2\times10^{-13}\).

The Lagrangian has given coupled equations for orbitals and ions, including an ionic force from the moving constraint, and preserving that constraint fixes the multipliers uniquely at each instant. What remains is to examine energy and momentum conservation, the meaning of the multipliers, the link to the Born-Oppenheimer force, and the errors and limits that come with a finite \(\mu\).
